# The asymptotic dechannelling rate in a harmonic planar channel: a numerical check

```python
"""
Result under test: in a harmonic planar channel with constant orbit-averaged
transverse heating Q per depth and removal at transverse energy B, the final
dechannelling rate is j01**2 * Q / (4 B) = 1.446 Q/B for weak heating.
j01: first zero of the Bessel function J0.
Scaled variables: energy e = E/B, depth t = z Q/B, position X = x/x_c,
momentum P with e = X**2 + P**2. gain = Q * oscillation wavelength / B.
Scaled rates are therefore in units of Q/B.
"""
import numpy as np
from numpy.polynomial import chebyshev as cheb
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eig, eigh_tridiagonal, solve_banded
from scipy.special import itj0y0, j0, j1, jn_zeros

# Rough chosen parameters: fast helium ion in a planar channel of silicon
ion_energy = 2.0e6       # eV
barrier = 20.0           # eV
half_width = 0.08        # nm
heating = 0.01           # eV/nm
stopping = 200.0         # eV/nm
wall_decay = 0.03        # nm, decay length of the plane field
heating_rise = 2.0       # q(X) proportional to 1 + heating_rise * X**2

zeros = jn_zeros(0, 80)
formula_rates = zeros**2 / 4
coefficient = formula_rates[0]

# --- Explicit kicks on a harmonic orbit, with a nonuniform heating profile
def kick_moments(energy, depth_step=1e-6):
    phase = 2 * np.pi * (np.arange(400) + 0.5) / 400
    X = np.sqrt(energy) * np.sin(phase)
    P = np.sqrt(energy) * np.cos(phase)
    kick = np.sqrt((1 + 3 * X**4) * depth_step)
    change = np.array([(P + sign * kick)**2 - P**2 for sign in (1, -1)])
    return change.mean() / depth_step, (change**2).mean() / (2 * depth_step)

for energy in (0.2, 0.5, 0.9):
    mean_gain = kick_moments(energy)[0]
    slope = (kick_moments(energy + 1e-3)[1]
             - kick_moments(energy - 1e-3)[1]) / 2e-3
    assert abs(slope / mean_gain - 1) < 1e-4

# --- Finite-volume energy diffusion: w df/dt form, absorbing at e = 1
cells = 800
width = 1 / cells
faces = np.linspace(0, 1, cells + 1)
centres = (faces[1:] + faces[:-1]) / 2

def energy_operator(conductance, weight):
    """Symmetric tridiagonal operator; conductance = D*w at cell faces."""
    link = conductance.copy()
    link[0] = 0.0
    link[-1] *= 2          # last centre lies half a cell from the barrier
    diagonal = (link[:-1] + link[1:]) / (width**2 * weight)
    off = -link[1:-1] / (width**2 * np.sqrt(weight[:-1] * weight[1:]))
    return diagonal, off

def slowest_rate(conductance, weight):
    diagonal, off = energy_operator(conductance, weight)
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]

diagonal, off = energy_operator(faces, np.ones(cells))
grid_rates, modes = eigh_tridiagonal(diagonal, off)
assert np.allclose(grid_rates[:3], formula_rates[:3], rtol=2e-4)

# Mean energy of the final distribution, and its balance with the heating
final_mode = np.abs(modes[:, 0])
grid_mean_energy = (centres * final_mode).sum() / final_mode.sum()
mean_energy = 1 - 4 / zeros[0]**2
assert abs(grid_mean_energy - mean_energy) < 1e-4
assert abs(grid_rates[0] * (1 - grid_mean_energy) - 1) < 1e-3

# Mean escape depth from each starting energy
banded = np.zeros((3, cells))
banded[0, 1:], banded[1], banded[2, :-1] = off, diagonal, off
escape_depth = solve_banded((1, 1), banded, np.ones(cells))
assert np.allclose(escape_depth, 1 - centres, atol=1e-6)

# --- Channelled fraction for a parallel beam entering uniformly in x
overlap = itj0y0(zeros)[0] / zeros
for index in (0, 1, 2):
    direct = quad(lambda s: j0(zeros[index] * s), 0, 1)[0]
    assert abs(direct - overlap[index]) < 1e-6
amplitudes = 2 / (zeros * j1(zeros)) * overlap

def series_fraction(t):
    return np.sum(amplitudes * np.exp(-formula_rates * t))

entry_mass = np.diff(np.sqrt(faces))
entry_modes = modes.T @ entry_mass
mode_sums = modes.sum(axis=0)

def grid_fraction(t):
    return np.sum(mode_sums * np.exp(-grid_rates * t) * entry_modes)

depths = np.array([250.0, 500.0, 1000.0, 2000.0, 4000.0])   # nm
scaled_depths = depths * heating / barrier
series_values = np.array([series_fraction(t) for t in scaled_depths])
grid_values = np.array([grid_fraction(t) for t in scaled_depths])
assert np.allclose(series_values, grid_values, atol=2e-3)
final_law = amplitudes[0] * np.exp(-coefficient * scaled_depths)

# --- Full phase-plane problem without orbit averaging, removal at e = 1
def phase_plane_rate(gain, degree):
    node, node_weight = np.polynomial.legendre.leggauss(40)
    radius = (node + 1) / 2
    angle = 2 * np.pi * np.arange(80) / 80
    R, A = np.meshgrid(radius, angle, indexing="ij")
    W = np.repeat(node_weight / 2 * radius * 2 * np.pi / 80, 80)
    X, P = (R * np.cos(A)).ravel(), (R * np.sin(A)).ravel()
    derivative = cheb.chebder(np.eye(degree + 1))
    TX, TP = cheb.chebvander(X, degree), cheb.chebvander(P, degree)
    DX = cheb.chebval(X, derivative).T
    DP = cheb.chebval(P, derivative).T
    pairs = [(i, j) for i in range(degree + 1)
             for j in range(degree + 1 - i) if (i + j) % 2 == 0]
    a, b = np.array(pairs).T
    edge = (1 - X**2 - P**2)[:, None]
    product = TX[:, a] * TP[:, b]
    basis = edge * product
    basis_X = edge * DX[:, a] * TP[:, b] - 2 * X[:, None] * product
    basis_P = edge * TX[:, a] * DP[:, b] - 2 * P[:, None] * product
    mass = basis.T @ (W[:, None] * basis)
    diffusion = 0.5 * basis_P.T @ (W[:, None] * basis_P)
    turning = P[:, None] * basis_X - X[:, None] * basis_P
    rotation = 2 * np.pi / gain * basis.T @ (W[:, None] * turning)
    values = eig(rotation + diffusion, mass, right=False)
    return values[np.argmin(np.abs(values))].real

wavelength = 2 * np.pi * half_width * np.sqrt(ion_energy / barrier)
gain = heating * wavelength / barrier
plane_rate = phase_plane_rate(gain, 20)
plane_rate_weak = phase_plane_rate(gain / 4, 20)
assert abs(phase_plane_rate(gain, 16) / plane_rate - 1) < 1e-3
plane_shift = plane_rate / coefficient - 1
plane_shift_weak = plane_rate_weak / coefficient - 1
assert abs(plane_shift) < 0.05
assert abs(plane_shift_weak) < 0.5 * abs(plane_shift) + 1e-5

# --- Trajectories removed only when |x| reaches x_c
def wall_removal_rate(cycle_gain, seed, ions=30000, steps=60):
    rng = np.random.default_rng(seed)
    X, P = rng.uniform(-1, 1, ions), np.zeros(ions)
    cosine, sine = np.cos(2 * np.pi / steps), np.sin(2 * np.pi / steps)
    kick_size = np.sqrt(cycle_gain / steps)
    first = round(0.6 * steps / cycle_gain)
    last = round(1.6 * steps / cycle_gain)
    for step in range(1, last + 1):
        P = P + kick_size * rng.standard_normal(P.size)
        X, P = cosine * X + sine * P, cosine * P - sine * X
        inside = np.abs(X) < 1
        if not inside.all():
            X, P = X[inside], P[inside]
        if step == first:
            count_first = X.size
    span = (last - first) * cycle_gain / steps
    rate = np.log(count_first / X.size) / span
    error = np.sqrt(1 / X.size - 1 / count_first) / span
    return rate / coefficient, error / coefficient

wall_ratio, wall_error = wall_removal_rate(gain, 11)
weak_ratio, weak_error = wall_removal_rate(gain / 8, 12)
assert wall_ratio < weak_ratio < 1
assert 1 - weak_ratio < 0.12

# --- Sizes of other neglected effects
damping = stopping * barrier / (2 * ion_energy * heating)
damped_rate = slowest_rate(faces * np.exp(-damping * faces),
                           np.exp(-damping * centres))

# Rising heating, scaled to keep its average over |x| < x_c equal to Q
centre_heating = 1 / (1 + heating_rise / 3)
rising_diffusion = centre_heating * (faces + heating_rise * faces**2 / 4)
rising_rate = slowest_rate(rising_diffusion, np.ones(cells))

# Steeper walls: U/B = (cosh(kX)-1)/(cosh(k)-1), same Q at every energy
steepness = half_width / wall_decay
turning_point = np.arccosh(1 + faces * (np.cosh(steepness) - 1)) / steepness
node, node_weight = np.polynomial.legendre.leggauss(40)
angle = (node + 1) * np.pi / 4
position = turning_point[:, None] * np.sin(angle)
potential = (np.cosh(steepness * position) - 1) / (np.cosh(steepness) - 1)
momentum = np.sqrt(np.maximum(faces[:, None] - potential, 0))
action = (momentum * turning_point[:, None] * np.cos(angle)
          ) @ (node_weight * np.pi / 4)
steep_rate = slowest_rate(action, np.diff(action) / width)

ion_mass = const.physical_constants["alpha particle mass"][0]
speed = np.sqrt(2 * ion_energy * const.e / ion_mass)
quantum = const.hbar * speed * 2 * np.pi / (wavelength * 1e-9) / const.e
electron_heating = const.m_e / (2 * ion_mass) * stopping

rate = coefficient * heating / barrier
decay_depth = 1 / rate

print(f"ion energy: {ion_energy/1e6:.2f} MeV")
print(f"barrier energy B: {barrier:.1f} eV")
print(f"channel half-width x_c: {half_width:.3f} nm")
print(f"heating rate Q: {heating:.4f} eV/nm")
print(f"stopping used for estimates: {stopping:.0f} eV/nm")
print(f"first zero j01: {zeros[0]:.6f}")
print(f"coefficient j01^2/4: {coefficient:.6f}")
print(f"coefficient from energy grid: {grid_rates[0]:.6f}")
print(f"second rate / first rate: {formula_rates[1]/coefficient:.4f}")
print(f"final mean energy / B: {mean_energy:.5f}")
print(f"final mean energy / B from grid: {grid_mean_energy:.5f}")
print(f"final mean transverse energy: {mean_energy*barrier:.3f} eV")
print(f"dechannelling rate: {rate:.4e} 1/nm")
print(f"dechannelling rate: {rate*1000:.4f} 1/um")
print(f"1/e depth: {decay_depth:.1f} nm")
print(f"mean escape depth from E=0, B/Q: {barrier/heating:.1f} nm")
print(f"first amplitude, parallel beam: {amplitudes[0]:.5f}")
print(f"second amplitude, parallel beam: {amplitudes[1]:.5f}")
for z, full, grid, law in zip(depths, series_values, grid_values, final_law):
    print(f"depth {z:.0f} nm: fraction series {full:.4f}, "
          f"grid {grid:.4f}, first mode {law:.4f}")
print(f"oscillation wavelength: {wavelength:.2f} nm")
print(f"gain per oscillation / B: {gain:.5f}")
print(f"energy-barrier rate shift: {100*plane_shift:.4f} %")
print(f"same shift, heating/4: {100*plane_shift_weak:.4f} %")
print(f"wall-removal rate / formula: {wall_ratio:.3f} +- {wall_error:.3f}")
print(f"same ratio, heating/8: {weak_ratio:.3f} +- {weak_error:.3f}")
print(f"damping parameter S*B/(2*E0*Q): {damping:.4f}")
print(f"damped rate / formula: {damped_rate/coefficient:.4f}")
print(f"energy lost in one 1/e depth: {stopping*decay_depth/1e6:.4f} MeV")
print(f"fraction of ion energy lost: {stopping*decay_depth/ion_energy:.4f}")
print(f"plane-field decay length: {wall_decay:.3f} nm")
print(f"steep-wall rate / formula: {steep_rate/coefficient:.4f}")
print(f"heating ratio, wall to centre: {1+heating_rise:.1f}")
print(f"rising-heating rate / formula: {rising_rate/coefficient:.4f}")
print(f"transverse level spacing: {quantum:.4f} eV")
print(f"number of levels below B: {barrier/quantum:.1f}")
print(f"heating estimate m_e*S/(2M): {electron_heating:.5f} eV/nm")
print("all assertions hold")
```

Printed output:

```
ion energy: 2.00 MeV
barrier energy B: 20.0 eV
channel half-width x_c: 0.080 nm
heating rate Q: 0.0100 eV/nm
stopping used for estimates: 200 eV/nm
first zero j01: 2.404826
coefficient j01^2/4: 1.445796
coefficient from energy grid: 1.445797
second rate / first rate: 5.2689
final mean energy / B: 0.30834
final mean energy / B from grid: 0.30834
final mean transverse energy: 6.167 eV
dechannelling rate: 7.2290e-04 1/nm
dechannelling rate: 0.7229 1/um
1/e depth: 1383.3 nm
mean escape depth from E=0, B/Q: 2000.0 nm
first amplitude, parallel beam: 0.97944
second amplitude, parallel beam: -0.12902
depth 250 nm: fraction series 0.7792, grid 0.7792, first mode 0.8175
depth 500 nm: fraction series 0.6643, grid 0.6643, first mode 0.6823
depth 1000 nm: fraction series 0.4725, grid 0.4725, first mode 0.4754
depth 2000 nm: fraction series 0.2307, grid 0.2306, first mode 0.2307
depth 4000 nm: fraction series 0.0543, grid 0.0543, first mode 0.0543
oscillation wavelength: 158.95 nm
gain per oscillation / B: 0.07948
energy-barrier rate shift: -0.0200 %
same shift, heating/4: -0.0025 %
wall-removal rate / formula: 0.848 +- 0.009
same ratio, heating/8: 0.940 +- 0.010
damping parameter S*B/(2*E0*Q): 0.1000
damped rate / formula: 0.9658
energy lost in one 1/e depth: 0.2767 MeV
fraction of ion energy lost: 0.1383
plane-field decay length: 0.030 nm
steep-wall rate / formula: 0.9739
heating ratio, wall to centre: 3.0
rising-heating rate / formula: 0.7599
transverse level spacing: 0.2555 eV
number of levels below B: 78.3
heating estimate m_e*S/(2M): 0.01371 eV/nm
all assertions hold
```
